\section*{Direct Random-Phase Correlation from Excitation Energies and Its Second-Order Limit, part 1}

(Sections cited here and not found follow in the second part.)

\section{The excitation-energy formula}

The direct random-phase correlation energy of a closed-shell reference is built from two kinds of quantity, and both are energies: the gaps $\Delta$ between occupied and empty orbitals, and the Coulomb couplings $K$ between the corresponding excitations. In atomic units no other scale enters. If all gaps and all couplings are multiplied by a number $s$, the correlation energy must therefore be multiplied by $s$ as well, and a term of order $n$ in the couplings must have the form $K^n/\Delta^{n-1}$. Excitation energies scale in the same way, so a plain number times a sum of excitation energies is an allowed form. Such a sum also contains terms of order zero and one in $K$, whereas correlation starts at order two. These terms have to be subtracted. Symmetry restricts the linear one. Reversing the sign of a single orbital changes nothing physical, but it reverses the coupling between two different excitations when one of them contains that orbital and the other does not. A linear term can thus contain diagonal couplings alone. What remains to be found is the number in front of the sum, which will turn out to be one half, and the exact content of the subtraction.

Let $i,j$ label occupied and $a,b$ empty spatial orbitals, all real, with orbital energies $\varepsilon$. A pair index $p=(i,a)$ stands for one excitation, with transition density $\rho_p(\mathbf r)=\phi_i(\mathbf r)\phi_a(\mathbf r)$. The gaps and couplings are
\begin{equation}
\Delta_p=\varepsilon_a-\varepsilon_i>0,\qquad
K_{pq}=2(ia|jb)=2\iint\frac{\rho_p(\mathbf r)\rho_q(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,
\label{eq:defs}
\end{equation}
where $q=(j,b)$ and the factor 2 comes from spin, as shown below. The symbol $\Delta$ without an index is the diagonal matrix of the gaps. The matrix $K$ has no negative eigenvalue, because $\sum_{pq}c_pK_{pq}c_q$ is four times the electrostatic self-energy of the charge density $\sum_pc_p\rho_p$.

The correlation energy is first expressed through density fluctuations. Let the electron repulsion $W$ be multiplied by $\lambda$, and let a local potential $V_\lambda$ hold the density $n$ fixed while $\lambda$ runs from 0 to 1. At $\lambda=0$ the ground state is a determinant $\Phi$, and $V_1$ is the true external potential. Since the state is stationary at each $\lambda$, the energy changes only through the explicit change of the Hamiltonian:
\begin{equation}
\frac{dE_\lambda}{d\lambda}=\langle W\rangle_\lambda+\int n\,\frac{dV_\lambda}{d\lambda}\,d\mathbf r .
\end{equation}
Integration gives $E_1=\langle\Phi|T+V_1|\Phi\rangle+\int_0^1\langle W\rangle_\lambda\,d\lambda$, with $T$ the kinetic energy, because the density does not depend on $\lambda$. The energy of the determinant with the full Hamiltonian is $\langle\Phi|T+V_1+W|\Phi\rangle$. The difference of the two is the correlation energy,
\begin{equation}
E_c=\int_0^1\left(\langle W\rangle_\lambda-\langle W\rangle_0\right)d\lambda .
\label{eq:ac}
\end{equation}
The repulsion is $\tfrac12\iint v\,[\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)]$ with $v=1/|\mathbf r-\mathbf r'|$. At fixed density the delta term and the product of mean densities cancel in the difference. What is left is the change of the fluctuation $\langle\delta\hat n(\mathbf r)\,\delta\hat n(\mathbf r')\rangle$, where $\delta\hat n=\hat n-n$.

Fluctuations are tied to response. Let the system at strength $\lambda$ have excited states $m$ at energies $\epsilon_m$ above the ground state, with real transition densities $\rho_m=\langle 0|\hat n|m\rangle$. A weak potential $f$ of frequency $z$ mixes these states in with amplitudes proportional to $-1/(\epsilon_m-z)$ and $-1/(\epsilon_m+z)$, one from each part of the density matrix. The induced density is $\chi_\lambda f$, and at $z=i\omega$ the two fractions add to
\begin{equation}
\chi_\lambda(i\omega;\mathbf r,\mathbf r')=-\sum_m\frac{2\epsilon_m}{\epsilon_m^2+\omega^2}\,\rho_m(\mathbf r)\rho_m(\mathbf r') .
\label{eq:chi}
\end{equation}
The integral of $2\epsilon/(\epsilon^2+\omega^2)$ over $\omega$ from 0 to $\infty$ is $\pi$ for each positive $\epsilon$. Hence $-\pi^{-1}\int_0^\infty\chi_\lambda\,d\omega=\sum_m\rho_m\rho_m$, which is the fluctuation, as insertion of a complete set of states shows. With the factor $\tfrac12$ in $W$, equation \eqref{eq:ac} becomes
\begin{equation}
E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\;\mathrm{Tr}\,v\left[\chi_\lambda(i\omega)-\chi_0(i\omega)\right].
\label{eq:fd}
\end{equation}

No approximation has been made up to this point. The direct random-phase approximation now supplies $\chi_\lambda$. The electrons respond as independent particles to the applied potential plus the electrostatic potential of the induced density, $\delta n=\chi_0(f+\lambda v\,\delta n)$. Exchange and correlation contributions to the induced potential are dropped. Since $\delta n=\chi_\lambda f$ for any $f$,
\begin{equation}
\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda .
\label{eq:dyson}
\end{equation}
If the orbitals come from Kohn-Sham theory, equation \eqref{eq:fd} rests on a fixed density as described. Hartree-Fock orbitals do not belong to a local potential, and the argument for fixed density does not cover them. In that case equations \eqref{eq:fd} and \eqref{eq:dyson}, with $\chi_0$ made from Hartree-Fock orbitals and energies, define the approximation.

The repulsion $v$ is a positive operator, so it has a square root, and $X=-v^{1/2}\chi_0v^{1/2}$ has no negative eigenvalue by equation \eqref{eq:chi}. Let $Y=-v^{1/2}\chi_\lambda v^{1/2}$. Multiplying equation \eqref{eq:dyson} by $v^{1/2}$ on both sides gives $-Y=-X+\lambda XY$, because the two minus signs of $X$ and $Y$ cancel in the last term. Therefore $Y=(1+\lambda X)^{-1}X$, and the trace in equation \eqref{eq:fd} is $\mathrm{Tr}(X-Y)$. For an eigenvalue $x$ of $X$ the integral over $\lambda$ is
\begin{equation}
\int_0^1\left(x-\frac{x}{1+\lambda x}\right)d\lambda=x-\ln(1+x),
\end{equation}
and the minus sign in front of equation \eqref{eq:fd} reverses it:
\begin{equation}
E_c=\frac1{2\pi}\int_0^\infty d\omega\;\mathrm{Tr}\left[\ln(1+X)-X\right].
\label{eq:log}
\end{equation}
Since $\ln(1+x)\le x$ for $x\ge0$, this energy is never positive.

The next task is to write the operator $X$ in the space of pairs. In the reference each pair can be excited with either spin, and both excitations have the same transition density. Equation \eqref{eq:chi} then gives
\begin{equation}
X=\sum_pD_p\,|g_p\rangle\langle g_p|,\quad
D_p=\frac{2\Delta_p}{\Delta_p^2+\omega^2},\quad
|g_p\rangle=\sqrt2\,v^{1/2}|\rho_p\rangle ,
\end{equation}
with the factor 2 for spin shared between the two vectors. Their overlaps are $\langle g_p|g_q\rangle=2\langle\rho_p|v|\rho_q\rangle=K_{pq}$, which explains the factor 2 in equation \eqref{eq:defs}. A product of two operators has the same nonzero eigenvalues in either order. The nonzero eigenvalues of $X$ are thus those of the matrix $D^{1/2}KD^{1/2}$, where $D$ is diagonal with entries $D_p$. Diagonal matrices commute, so the factors $(\Delta^2+\omega^2)^{-1/2}$ can be taken outside:
\begin{equation}
1+D^{1/2}KD^{1/2}=(\Delta^2+\omega^2)^{-1/2}\left[\omega^2+M\right](\Delta^2+\omega^2)^{-1/2},
\end{equation}
\begin{equation}
M=\Delta^2+2\,\Delta^{1/2}K\Delta^{1/2}.
\label{eq:M}
\end{equation}
The matrix $M$ is positive because $\Delta$ is positive and $K$ has no negative eigenvalue. Let its eigenvalues be $\Omega_n^2$ with $\Omega_n>0$. The trace of a logarithm is the logarithm of the determinant, and so
\begin{equation}
\mathrm{Tr}\ln(1+X)=\sum_n\ln(\omega^2+\Omega_n^2)-\sum_p\ln(\omega^2+\Delta_p^2).
\label{eq:det}
\end{equation}

The numbers $\Omega_n$ are the coupled excitation energies. At a real frequency $z$, where $\omega^2$ is replaced by $-z^2$, the determinant of $1+X$ vanishes at each $z=\Omega_n$ that differs from all the gaps. There the induced density sustains itself without any applied potential, which is the condition for a free oscillation. The same energies follow from the coupled equations for excitation amplitudes $x$ and de-excitation amplitudes $y$,
\begin{equation}
Ax+By=\Omega x,\quad Bx+Ay=-\Omega y,\quad A=\Delta+K,\quad B=K .
\label{eq:AB}
\end{equation}
Their sum is $(A+B)(x+y)=\Omega(x-y)$ and their difference is $(A-B)(x-y)=\Omega(x+y)$. Eliminating $x-y$ leaves $\Delta(\Delta+2K)(x+y)=\Omega^2(x+y)$, since $A-B=\Delta$ and $A+B=\Delta+2K$. The substitution $x+y=\Delta^{1/2}t$ turns this into $Mt=\Omega^2t$. Combinations in which the two spins oscillate in opposition carry no total density. They have no Coulomb coupling and keep the energy $\Delta_p$, so they add nothing to the correlation energy.

The frequency integral needs one formula. The derivative of $\int_0^\infty\ln[(\omega^2+a^2)/(\omega^2+b^2)]\,d\omega$ with respect to $a$ is $\int_0^\infty2a/(\omega^2+a^2)\,d\omega=\pi$, and the integral vanishes at $a=b$. Its value is $\pi(a-b)$. There are as many $\Omega_n$ as $\Delta_p$, so the terms of equation \eqref{eq:det} can be paired, and their integral is $\pi(\sum_n\Omega_n-\sum_p\Delta_p)$. The linear term is $\mathrm{Tr}X=\sum_pD_pK_{pp}$, whose integral is $\pi\sum_pK_{pp}$. Division by $2\pi$ gives
\begin{equation}
E_c=\frac12\left[\sum_n\Omega_n-\sum_p\left(\Delta_p+K_{pp}\right)\right].
\label{eq:plasmon}
\end{equation}

The subtracted sum is the first-order approximation to the coupled energies. To see this, replace $K$ by $\lambda K$ in equation \eqref{eq:M}. For a gap that no other pair shares, first-order perturbation theory gives $\Omega^2=\Delta_p^2+2\lambda\Delta_pK_{pp}$, and the square root to first order is $\Omega=\Delta_p+\lambda K_{pp}$. If several pairs share one gap, the corresponding block of $K$ must be diagonalized first, and its eigenvalues $\kappa$ give $\Omega=\Delta_p+\lambda\kappa$. The sum of the $\kappa$ is the trace of the block, which is again the sum of its $K_{pp}$. With $\Omega_n^{(1)}$ for the first-order energies at full strength,
\begin{equation}
E_c=\frac12\sum_n\left(\Omega_n-\Omega_n^{(1)}\right)=\frac12\left[\sum_n\Omega_n-\mathrm{Tr}\,A\right].
\label{eq:main}
\end{equation}

The matrix $A$ also defines the Tamm-Dancoff approximation, which sets $B=0$ in equation \eqref{eq:AB} and takes the eigenvalues of $A$ as excitation energies. Their sum is $\mathrm{Tr}\,A$, so they may replace the first-order energies in equation \eqref{eq:main}. The replacement holds for the sum and not for each state, because an individual eigenvalue of $A$ contains higher powers of the off-diagonal couplings. Those higher powers cancel in the trace.

Equation \eqref{eq:main} has a mechanical reading. The matrix $M$ is the matrix of squared frequencies of a set of oscillators, one for each pair, with their couplings. Half the sum of the $\Omega_n$ is the zero-point energy of the coupled set. The correlation energy is the part of this zero-point energy that remains after the terms of order zero and one in the coupling have been removed.

The direct random-phase correlation energy is now half the difference between the sum of the coupled excitation energies and the sum of their first-order approximations. What remains is to find its weak-coupling limit, compare that limit with second-order Møller-Plesset theory, and test these levels on the inversion barrier of ammonia.
